# A Gaussian for an anion's tail and the hydride affinity

## Problem

Consider the proposed law, quoted below as "the quoted law", that the density of an anion decays as \(\exp(-2\sqrt{2\,\mathrm{EA}}\,r)\), where EA is the electron affinity of the neutral atom. Use Hartree atomic units, with lengths in \(a_0\) and Gaussian exponents in \(a_0^{-2}\), and quote affinities in eV.

(a) Derive the leading tail for an outer s electron bound to a neutral atom, and decide whether the quoted law is complete.

(b) Take the model orbital \(\psi\propto e^{-\kappa r}\), \(\kappa=\sqrt{2\,\mathrm{EA}}\), whose density is the quoted exponential. Find the exponent \(\alpha\) of the s Gaussian \(e^{-\alpha r^2}\) that fits it best in the least-squares sense over all space, with a free coefficient. Evaluate it for EA = 0.75 eV.

(c) How strongly does the answer depend on what is meant by "best"?

(d) Find the error in the affinity of hydrogen when the basis for H\(^-\) has no diffuse functions, and show that their absence causes most of it.

## Solution

### (a) The tail

Let one electron of the anion be far out, with the rest left as the neutral atom in its ground state. The anion lies below the neutral atom by EA, so the far electron has energy \(-\mathrm{EA}\). A neutral core exerts no Coulomb force at long range. The attraction due to its polarization falls as \(r^{-4}\) and is dropped at leading order. The amplitude \(\psi(r)\) of the far electron then obeys

\[
-\tfrac12\nabla^2\psi=-\mathrm{EA}\,\psi .
\]

For an s function, \(\nabla^2\psi=u''/r\) with \(u=r\psi\), so

\[
u''=2\,\mathrm{EA}\,u=\kappa^2u .
\]

The solution that decays is \(u\propto e^{-\kappa r}\). Therefore

\[
\psi\propto\frac{e^{-\kappa r}}{r},\qquad n(r)\propto\frac{e^{-2\kappa r}}{r^2},\qquad
-\frac{d\ln n}{dr}=2\kappa+\frac2r .
\]

The quoted law has the right exponential but lacks the factor \(r^{-2}\). For EA = 0.75 eV = 0.027562 hartree,

\[
\kappa=\sqrt{2(0.027562)}=0.2348\ a_0^{-1}.
\]

The two terms of the slope are equal at \(r=1/\kappa\approx4.3\ a_0\), so the power matters throughout the region where a basis function has to work.

A correlated density of H\(^-\), from full configuration interaction (CI) in a large s, p, d basis, bears this out. Its mean logarithmic slope between 7 and 13 \(a_0\) is 0.672 \(a_0^{-1}\). The third digit is not converged: this basis gives an affinity of 0.744 eV, while an expansion in 180 explicitly correlated functions \(e^{-ar_1-br_2-cr_{12}}\), with an affinity of 0.755 eV, gives 0.677 \(a_0^{-1}\), so the slope is uncertain by about 0.005 \(a_0^{-1}\). The derived law gives

\[
2\kappa+\frac{2\ln(13/7)}{6}=0.4696+0.2063=0.676\ a_0^{-1},
\]

while the pure exponential gives 0.470 \(a_0^{-1}\), which is 30% below the computed slope.

### (b) The best Gaussian for the exponential

Normalize both functions:

\[
\psi=\sqrt{\frac{\kappa^3}{\pi}}\,e^{-\kappa r},\qquad
g=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r^2},\qquad S=\langle\psi|g\rangle .
\]

With a free coefficient \(b\), the squared deviation is

\[
\|\psi-bg\|^2=1-2bS+b^2=(b-S)^2+1-S^2 .
\]

The best coefficient is \(b=S\), which leaves \(1-S^2\). Since \(S>0\), the best exponent is the one that maximizes \(S\).

The overlap requires \(J_2\), where \(J_n=\int_0^\infty r^n e^{-\kappa r-\alpha r^2}dr\). Define

\[
x=\frac{\kappa}{2\sqrt\alpha},\qquad w(x)=e^{x^2}\operatorname{erfc}(x).
\]

Completing the square, \(\alpha r^2+\kappa r=(\sqrt\alpha\,r+x)^2-x^2\), gives

\[
J_0=\frac{e^{x^2}}{\sqrt\alpha}\int_x^\infty e^{-y^2}dy=\frac{\sqrt\pi\,w}{2\sqrt\alpha}.
\]

Integrating the derivatives of \(e^{-\kappa r-\alpha r^2}\) and of \(r\,e^{-\kappa r-\alpha r^2}\) from 0 to infinity gives

\[
\kappa J_0+2\alpha J_1=1,\qquad J_0-\kappa J_1-2\alpha J_2=0 .
\]

Because \(\kappa=2x\sqrt\alpha\), we have \(\kappa J_0=\sqrt\pi\,xw\). Hence

\[
J_1=\frac{1-\sqrt\pi\,xw}{2\alpha},\qquad
\kappa J_1=\frac{x-\sqrt\pi\,x^2w}{\sqrt\alpha},
\]

\[
J_2=\frac{J_0-\kappa J_1}{2\alpha}=\frac{F(x)}{4\alpha^{3/2}},\qquad
F=\sqrt\pi\,w(1+2x^2)-2x .
\]

The overlap is therefore

\[
S=4\pi\sqrt{\frac{\kappa^3}{\pi}}\left(\frac{2\alpha}{\pi}\right)^{3/4}\frac{F}{4\alpha^{3/2}}
=\pi\sqrt{\frac{\kappa^3}{\pi}}\left(\frac2\pi\right)^{3/4}\alpha^{-3/4}F .
\]

Since \(\alpha=\kappa^2/(4x^2)\), \(\alpha^{-3/4}=(2x/\kappa)^{3/2}\). The powers of \(\kappa\) cancel:

\[
S=2^{9/4}\pi^{-1/4}\,x^{3/2}F(x).
\]

The best \(x\) is thus a pure number, and the best exponent is proportional to \(\kappa^2\).

Setting \(d(x^{3/2}F)/dx=0\) and multiplying by \(2/\sqrt x\) gives \(3F+2xF'=0\). From \(w'=2xw-2/\sqrt\pi\),

\[
F'=\sqrt\pi\left[w'(1+2x^2)+4xw\right]-2
=\sqrt\pi\,w(6x+4x^3)-4-4x^2 .
\]

Substituting \(F\) and \(F'\),

\[
3\sqrt\pi\,w(1+2x^2)-6x+\sqrt\pi\,w(12x^2+8x^4)-8x-8x^3=0,
\]

and collecting terms,

\[
\boxed{\sqrt\pi\,w(x)\,(3+18x^2+8x^4)=14x+8x^3 } .
\]

The root is \(x=0.96056\). Direct numerical maximization of the overlap by quadrature, in the numerical check, finds the same maximum. Then

\[
\alpha=c\,\kappa^2,\qquad c=\frac1{4x^2}=0.27095,
\]

and for EA = 0.75 eV

\[
\boxed{\alpha=0.27095\times(0.23478)^2=0.0149\ a_0^{-2}} .
\]

Because \(\kappa^2=2\,\mathrm{EA}\), this is also \(\alpha=2c\,\mathrm{EA}\): halving the affinity halves the exponent.

The overlap is \(S=0.978\), so 4.3% of the squared norm is missed. The fitted Gaussian \(Sg\), divided by \(\psi\), is 1.03 at 5 \(a_0\), 1.09 at 10 \(a_0\), 0.55 at 15 \(a_0\) and 0.13 at 20 \(a_0\). This ratio varies as \(e^{\kappa r-\alpha r^2}\) and must vanish at large \(r\), whatever positive \(\alpha\) is chosen. One Gaussian can cover a range of the tail, but not its limit.

### (c) What "best" means

The fit above is to the orbital, since that is what a basis function represents. Suppose instead that the density \(e^{-2\kappa r}\) is fitted by \(e^{-\beta r^2}\), again by least squares with a free coefficient. This is the same problem with \(\kappa\) replaced by \(2\kappa\), so \(\beta=4c\kappa^2\). The square of an orbital Gaussian has exponent \(2\alpha\), so the corresponding orbital exponent is \(\beta/2=2c\kappa^2=0.030\ a_0^{-2}\), twice the previous answer.

The region of the fit matters too. Fitting the correct form \(e^{-\kappa r}/r\) only for \(r>R\) gives

| \(R\) (\(a_0\)) | best \(\alpha\) (\(a_0^{-2}\)) |
|---|---|
| 0 | 0.127 |
| 3 | 0.034 |
| 6 | 0.018 |
| 9 | 0.013 |

The value at \(R=0\) is not a tail fit: it includes the peak of \(1/r\) at the nucleus, where the tail formula does not apply. The downward trend can be understood by matching logarithmic slopes at one radius:

\[
2\alpha r=\kappa+\frac1r\quad\Longrightarrow\quad \alpha=\frac{\kappa}{2r}+\frac1{2r^2},
\]

which falls as \(r\) grows. The density fit and the tail fits with \(R\) from 3 to 9 \(a_0\) give exponents from 0.013 to 0.034 \(a_0^{-2}\). Over these criteria the result of part (b) should be read as a scale, good to about a factor of two, for the diffuse function that is needed; a fit pushed farther out would give a still smaller exponent.

### (d) The hydride affinity

With the nucleus fixed and relativity neglected, \(\mathrm{EA}=E(\mathrm H)-E(\mathrm H^-)\). In each basis, \(E(\mathrm H)\) is the lowest eigenvalue of the one-electron Hamiltonian. \(E(\mathrm H^-)\) is the lowest eigenvalue in the space of all singlet two-electron functions that the basis can form, which is full CI. No correlation is neglected within the basis, so the errors are basis errors.

The reference uses no Gaussians. It is a variational expansion in

\[
e^{-\zeta s}s^i t^{2j}u^k,\qquad s=r_1+r_2,\quad t=r_2-r_1,\quad u=r_{12},
\]

with \(i+2j+k\le5\), which gives 34 terms. Its energy is \(-0.527707\) hartree, and the exact atom has \(-0.5\) hartree. The reference affinity is 0.027707 hartree, or 0.754 eV. Since the variational anion energy is an upper bound, this affinity is a lower bound, and the last digit of it and of the errors below is uncertain. Going from degree 4 to degree 5 changed it by about 0.001 eV. A larger explicitly correlated expansion gives \(-0.527750\) hartree, or 0.755 eV, which would make each error below about 0.001 eV more negative.

The table gives affinities in eV, with the error relative to this reference in parentheses. "Fitted s" means one added s Gaussian with \(\alpha=0.0149\ a_0^{-2}\).

| X | cc-pVXZ | with fitted s | aug-cc-pVXZ |
|---|---|---|---|
| D | −0.801 (−1.555) | 0.437 (−0.317) | 0.672 (−0.082) |
| T | −0.095 (−0.849) | 0.585 (−0.169) | 0.728 (−0.026) |
| Q | 0.176 (−0.578) | 0.652 (−0.102) | 0.740 (−0.014) |

Without diffuse functions, the double- and triple-zeta sets give the wrong sign: they place H\(^-\) above the neutral atom. A complete basis could avoid this by moving the second electron far away at almost no cost in energy. A compact basis cannot, and it holds the electron too close. Even at quadruple zeta the error is 0.58 eV, about three quarters of the affinity itself. The double-zeta set with one fitted s function has a smaller error, 0.32 eV.

The exponents show what is missing. The most diffuse s function in cc-pVTZ has exponent 0.103 \(a_0^{-2}\), about seven times the fitted value. A normalized s Gaussian has root-mean-square radius \(\sqrt{3/(4\alpha)}\), which is 2.7 \(a_0\) for that function and 7.1 \(a_0\) for the fitted one.

To separate the effect of diffuseness from that of merely enlarging the basis, add a single s function to cc-pVTZ in three ways:

- With the fitted exponent, the affinity rises by 0.680 eV, which removes \(0.680/0.849=80\%\) of the error.
- With a compact exponent of 1.0 \(a_0^{-2}\), it rises by 0.010 eV.
- With the exponent that minimizes the anion energy, 0.020 \(a_0^{-2}\), it rises by 0.692 eV.

The basis grows by one function each time, so the large gain comes from the function's extent. The dependence is gradual: exponents of 0.5, 0.2 and 0.06 \(a_0^{-2}\) give gains of 0.059, 0.196 and 0.522 eV, and a function that is too diffuse, 0.002 \(a_0^{-2}\), gives only 0.332 eV. The fitted exponent is a quarter smaller than the variational one, yet in this basis it secures \(0.680/0.692=98\%\) of the gain. The anion energy is stationary in the exponent at its minimum, so a small shift costs energy only at second order; even the factor of two of part (c) costs only a modest part of the gain. Doubling the fitted exponent to 0.030 \(a_0^{-2}\) gives a gain of 0.67 eV, and halving it to 0.0075 \(a_0^{-2}\) gives 0.58 eV, against 0.69 eV at the minimum.

A single s function does not finish the job. With the best one, cc-pVTZ gives 0.596 eV, against 0.728 eV for aug-cc-pVTZ, which adds a diffuse s, p and d set. The single diffuse s function of the augmented set (exponent 0.025 \(a_0^{-2}\)) cannot lower the anion energy more than the best s function does, so the further lowering of the anion energy comes from the diffuse p and d functions, which leave the atomic ground state unchanged. In a state of zero total orbital angular momentum, functions of angular momentum \(l\) enter only in pairs of equal \(l\), coupled to \(P_l(\cos\theta_{12})\), so s functions alone carry no dependence on the angle between the electrons. The smallest p and d exponents of cc-pVTZ are 0.388 and 1.057 \(a_0^{-2}\); the augmented set adds 0.102 and 0.247 \(a_0^{-2}\), which carry this angular correlation to larger radii. The average \(\langle\mathbf r_1\cdot\mathbf r_2\rangle\), negative when the electrons favour opposite sides of the nucleus, is \(-0.15\ a_0^2\) in cc-pVTZ with the best s function and \(-0.65\ a_0^2\) in aug-cc-pVTZ, against about \(-0.69\ a_0^2\) for an explicitly correlated wave function. The p set does most of this work: starting from cc-pVTZ with the augmented s function (0.588 eV, \(-0.155\ a_0^2\)), the diffuse p set alone gives 0.714 eV and \(-0.68\ a_0^2\), while the diffuse d set alone gives 0.611 eV and \(-0.15\ a_0^2\). The fit of part (b) concerns an s function only and gives no value for these exponents.

## Computed values

```
Input affinity: 0.75 eV
Input affinity: 0.027562 hartree
Orbital decay constant kappa: 0.23478 a0^-1
Density decay constant 2 kappa: 0.46957 a0^-1
Root x of stationary condition: 0.960562 (no unit)
Coefficient c = alpha/kappa^2: 0.270950 (no unit)
Fitted Gaussian exponent alpha: 0.01494 a0^-2
Largest overlap S: 0.97840 (no unit)
Least-squares residual 1-S^2: 0.04272 (no unit)
rms radius, exponential: 7.377 a0
rms radius, Gaussian: 7.086 a0
Fitted Gaussian/exponential at r = 5 a0: 1.0336 (no unit)
Fitted Gaussian/exponential at r = 10 a0: 1.0906 (no unit)
Fitted Gaussian/exponential at r = 15 a0: 0.5454 (no unit)
Fitted Gaussian/exponential at r = 20 a0: 0.1292 (no unit)
Fitted Gaussian/exponential at r = 25 a0: 0.0145 (no unit)
Exponent fitting exp(-kappa r)/r for r > 0 a0: 0.12658 a0^-2
Exponent fitting exp(-kappa r)/r for r > 3 a0: 0.03376 a0^-2
Exponent fitting exp(-kappa r)/r for r > 6 a0: 0.01834 a0^-2
Exponent fitting exp(-kappa r)/r for r > 9 a0: 0.01255 a0^-2
Density slope, full CI, 7 to 13 a0: 0.6722 a0^-1
Density slope, exponential with r^-2: 0.6759 a0^-1
Density slope, pure exponential: 0.4696 a0^-1
Affinity, even-tempered s,p,d basis: 0.7438 eV
Hylleraas H- energy, degree 4: -0.527670 hartree
Hylleraas H- energy, degree 5: -0.527707 hartree
Number of Hylleraas terms, degree 5: 34
Reference affinity: 0.7540 eV
cc-pVDZ: affinity -0.801 eV, error -1.555 eV
cc-pVDZ + fitted s: affinity 0.437 eV, error -0.317 eV
aug-cc-pVDZ: affinity 0.672 eV, error -0.082 eV
cc-pVTZ: affinity -0.095 eV, error -0.849 eV
cc-pVTZ + fitted s: affinity 0.585 eV, error -0.169 eV
aug-cc-pVTZ: affinity 0.728 eV, error -0.026 eV
cc-pVQZ: affinity 0.176 eV, error -0.578 eV
cc-pVQZ + fitted s: affinity 0.652 eV, error -0.102 eV
aug-cc-pVQZ: affinity 0.740 eV, error -0.014 eV
Smallest s exponent, cc-pVTZ: 0.10270 a0^-2
Smallest s exponent, aug-cc-pVTZ: 0.02526 a0^-2
Best added s exponent, cc-pVTZ: 0.0199 a0^-2
Affinity, cc-pVTZ + best s: 0.596 eV
Compact control exponent: 1.0 a0^-2
Affinity, cc-pVTZ + compact s: -0.085 eV
Affinity gain from fitted s, cc-pVTZ: 0.680 eV
Affinity gain from best s, cc-pVTZ: 0.692 eV
Affinity gain from compact s, cc-pVTZ: 0.010 eV
```
